# How a floating metal voltage probe shunts the channel beneath it

## Problem

A thin channel of uniform sheet resistance \(R_s\) and width \(W\) carries a steady current \(I\) in the \(+x\) direction. A metal strip, meant as a voltage probe, lies across the full width and covers \(-L/2<x<L/2\). It is connected to an ideal voltmeter, so it draws no net current. Metal and channel touch through an interface of specific contact resistivity \(\rho_c\) (resistance times area).

Take \(R_s=20\ \text{k}\Omega\) per square, \(\rho_c=2\times10^{-6}\ \Omega\,\text{cm}^2\), \(W=1000\) nm, \(L=200\) nm and \(I=1\ \mu\text{A}\).

(a) Find the resistance \(R\) between the two channel points at the edges of the strip. By what fraction does it differ from that of an equal length of bare channel?

(b) What potential does the probe take up, and how much current flows through the metal?

(c) Examine very short and very long probes. How long may the probe be if the resistance is to change by no more than 5 per cent?

Assume that:

- the metal is an equipotential;
- the interface is ohmic;
- transport is diffusive;
- the channel is thin enough for its potential to depend on \(x\) alone;
- the sheet resistance under the metal is the same as elsewhere.

"Potential" means electrochemical potential divided by charge, the quantity a voltmeter compares.

## Hints

1. Zero net current into the probe does not mean zero current through every part of the interface. Current may enter the metal at one place and return at another.
2. Let \(i(x)\) be the current still in the channel and \(v(x)\) the channel potential minus the metal potential. Write one equation for the change of \(v\) along \(x\) and one for the change of \(i\).
3. How much current is in the channel at each edge of the strip?
4. To interpret the answer, integrate Ohm's law over the strip before inserting the solution for \(i\).

## Solution

### The equations

Over a length \(dx\) the channel has resistance \(R_s\,dx/W\), and its potential falls in the direction of the current. The metal potential is constant, so

\[
\frac{dv}{dx}=-\frac{R_s}{W}\,i .
\]

The same length has interface area \(W\,dx\). Where \(v>0\), a current \(vW\,dx/\rho_c\) leaves the channel for the metal, hence

\[
\frac{di}{dx}=-\frac{W}{\rho_c}\,v .
\]

Differentiating the first equation and inserting the second gives

\[
\frac{d^2v}{dx^2}=-\frac{R_s}{W}\frac{di}{dx}=\frac{R_s}{\rho_c}\,v=\frac{v}{L_T^2},
\qquad L_T=\sqrt{\frac{\rho_c}{R_s}} .
\]

The transfer length \(L_T\) is the distance over which current passes between channel and metal. Here \(\rho_c/R_s=10^{-10}\ \text{cm}^2\), so \(L_T=10^{-5}\) cm = 100 nm, and the probe is two transfer lengths long.

### The boundary conditions

Outside the strip there is no metal, so the whole current is in the channel at both edges: \(i(-L/2)=i(L/2)=I\). This already contains the condition that the probe floats, because the net current into the metal is

\[
\int_{-L/2}^{L/2}\frac{W v}{\rho_c}\,dx=-\int_{-L/2}^{L/2}\frac{di}{dx}\,dx=i(-L/2)-i(L/2)=0 .
\]

### Solving for the potential

The general solution is \(v=A\sinh(x/L_T)+B\cosh(x/L_T)\). With Ohm's law it gives the current

\[
i=-\frac{W}{R_s}\frac{dv}{dx}=-\frac{W}{R_sL_T}\left[A\cosh\frac{x}{L_T}+B\sinh\frac{x}{L_T}\right].
\]

Define \(u=L/(2L_T)\). The conditions at \(x=\pm L/2\) become

\[
A\cosh u\pm B\sinh u=-\frac{IR_sL_T}{W}.
\]

Subtracting one from the other gives \(2B\sinh u=0\), so \(B=0\), since \(u>0\). Adding them gives \(A=-IR_sL_T/(W\cosh u)\). Therefore

\[
v(x)=-\frac{IR_sL_T}{W}\,\frac{\sinh(x/L_T)}{\cosh u},
\qquad
i(x)=I\,\frac{\cosh(x/L_T)}{\cosh u}.
\]

On the upstream half, \(x<0\), \(v\) is positive and current enters the metal. On the downstream half it returns.

### (a) The resistance

The drop from the upstream edge to the downstream edge is \(v(-L/2)-v(L/2)\). The two terms are equal and add:

\[
R=\frac{v(-L/2)-v(L/2)}{I}=\frac{2R_sL_T}{W}\tanh u .
\]

The bare segment has \(R_{\text{bare}}=R_sL/W=2uR_sL_T/W\), because \(L=2uL_T\). The ratio is

\[
\frac{R}{R_{\text{bare}}}=\frac{\tanh u}{u}.
\]

For this probe \(u=1\) and \(\tanh 1=0.7616\). The bare segment has \(20\,000\times200/1000=4000\ \Omega\), and the covered one has \(4000\times0.7616=3046\ \Omega\). The probe lowers the resistance of its segment by 23.8 per cent, and the drop along it from 4.00 mV to 3.05 mV.

As a test that does not use the differential equation, the channel was cut into 2000 resistors, each node was joined to one metal node through its share of the interface, and Kirchhoff's current law was solved. The network also gives 3046.4 Ω.

### (b) The potential and the current in the metal

Since \(v\) is odd in \(x\), \(v(-L/2)+v(L/2)=0\): the metal sits at the mean of the two edge potentials. The channel is above the metal by half the drop, 1.52 mV, at the upstream edge, and below it by the same amount at the other. The interface current density is largest at the edges, where its magnitude is \(1.523\ \text{mV}/\rho_c\approx762\ \text{A/cm}^2\).

The metal carries \(I-i(x)\). Its share is greatest at the centre, where it equals

\[
1-\frac{1}{\cosh u}=0.352\quad\text{for }u=1 .
\]

So about 35 per cent of the current takes the detour through the metal at the midpoint, although the voltmeter draws none.

The average share has a direct meaning. Integrating Ohm's law over the strip gives

\[
IR=\frac{R_s}{W}\int_{-L/2}^{L/2}i\,dx .
\]

Dividing by \(IR_{\text{bare}}=IR_sL/W\) and subtracting the result from 1,

\[
1-\frac{R}{R_{\text{bare}}}=\frac1L\int_{-L/2}^{L/2}\left(1-\frac{i}{I}\right)dx .
\]

The fractional reduction in resistance is the length-averaged share of the current in the metal, 23.8 per cent here. The highly conducting metal does not short the segment out, because current must cross the interface twice to use it.

### (c) Short and long probes

For \(u\ll1\), \(\tanh u= u-u^3/3+\dots\), so to leading order

\[
1-\frac{R}{R_{\text{bare}}}\simeq\frac{u^2}{3}=\frac{L^2}{12L_T^2}=\frac{R_sL^2}{12\rho_c}.
\]

In this regime, halving the probe length reduces the fractional disturbance fourfold. A more resistive interface also reduces it, since less current crosses.

For \(u\gg1\), \(\tanh u\to1\) and \(R\to2R_sL_T/W\). The current transfers into the metal near one edge and back near the other. Each transfer costs \(R_sL_T/W\), and further length adds nothing as long as the metal's own resistance is negligible. For the present parameters this limit is 4000 Ω. That equals the bare resistance of the 200 nm segment because \(L=2L_T\); a much longer probe must be compared with its own, larger, bare resistance.

For a 5 per cent reduction we need \(\tanh u/u=0.95\). The numerical root is \(u=0.3995\), so \(L=2uL_T\approx80\) nm. The ratio falls as \(u\) grows, so with \(R_s\) and \(\rho_c\) held fixed the probe may be at most about 80 nm long. This limit presumes an unchanged sheet under the metal. If the metal alters the sheet resistance by 10 per cent, even a very short probe changes the resistance of its segment by about that much (Variation 2).

### How far the model applies

The parameters are round values in the rough range of monolayer MoS\(_2\) transistors. A long contact with these values has \(R_sL_T=2\ \text{k}\Omega\,\mu\text{m}\), an ordinary figure for such devices; good contacts are lower. Contact resistivity varies widely between processes, so 24 per cent belongs to the ratio \(L/L_T=2\), not to the material. The assumption most open to doubt is an unchanged sheet under the metal, since deposition can dope or damage the channel. Variation 2 shows that a factor of two either way moves \(R/R_{\text{bare}}\) from 0.76 to 0.43 or 1.26. The factor two is an illustration, not a bound: a metal in direct contact with a monolayer can deplete it much more strongly, and a depleted region reaching beyond the strip edges would add a resistance that this model does not contain.

Temperature matters too, through \(L_T\). Suppose that \(R_s\) grows in proportion to \(T\) and that \(\rho_c\) is activated with 50 meV, ignoring any temperature dependence of its prefactor. Between 300 K and 400 K, \(R_s\) then rises by a factor 1.33 and \(\rho_c\) falls to 0.62 of its value. The same 200 nm probe now lowers the resistance by 39 per cent, relative to bare channel at 400 K.

The other effects estimated here are small at 1 µA. If the interface follows an exponential diode law with the same zero-bias \(\rho_c\), the drop changes by 0.005 per cent. At 10 µA it changes by 0.5 per cent, and the metal then sits 1.5 mV away from the mean of the edges. A 50 nm metal film of 0.8 Ω per square changes \(R\) by less than 0.001 per cent. For an assumed electron density of \(10^{13}\ \text{cm}^{-2}\) (mobility 31 cm\(^2\)/Vs at this \(R_s\)) and a mass of \(0.5\,m_e\), the estimated mean free path is of the order of 1 nm. That is far below \(L_T\) and consistent with a local, diffusive description; the same \(R_s\) at a tenth of this density would imply a path about ten times longer. A path this short is comparable with the inverse of the electron wave number, where the semiclassical estimate is itself marginal, so only its order of magnitude is meaningful. The 1.5 mV edge voltage shifts the electron density by about 0.05 per cent through a 30 nm gate oxide of relative permittivity 18, and by a few tenths of a per cent through the much closer metal if the gap is about 0.3 nm. Self-heating across that oxide is about 2 mK, for a boundary conductance of 15 MW/m\(^2\)K and an oxide conductivity of 1 W/mK.

## Variation 1: a four-probe measurement

*Two such probes have facing edges \(d=800\) nm apart, so their centres are \(d+L=1000\) nm apart. The current is fed in and taken out beyond them. What sheet resistance is inferred from the voltage between the probes?*

The upstream probe lies above its own downstream edge by \(-v(L/2)=IR_s L_T\tanh u/W\). The bare gap adds \(IR_sd/W\). The upstream edge of the second probe lies above that probe's metal by \(v(-L/2)\), which equals the first term. Adding the three,

\[
\frac{V}{I}=\frac{R_s}{W}\left(d+2L_T\tanh u\right)
=20\,\frac{\Omega}{\text{nm}}\times(800+152.3)\ \text{nm}\approx19\,046\ \Omega .
\]

The effective probe separation is therefore \(d+2L_T\tanh u\). With an unchanged sheet under the metal it lies between the gap and the centre-to-centre pitch, because \(0<\tanh u<u\). A more resistive sheet under the probes can push it beyond the pitch: with the sheet resistance doubled there it is 1051 nm.

Dividing by the pitch gives 19.05 kΩ per square, 4.8 per cent below the true \(R_s\). Dividing by the gap gives 23.81 kΩ per square, 19 per cent above it. A four-probe arrangement removes the resistance of the current contacts, but not the shunting by the voltage probes. At fixed probe length, a larger gap reduces both relative errors.

## Variation 2: a channel altered by the metal

*The metal changes the sheet resistance beneath it to \(kR_s\), while \(\rho_c\) stays fixed. When does the probe still lower the resistance of its segment?*

The earlier solution holds under the strip with \(R_s\) replaced by \(kR_s\). The transfer length becomes \(\sqrt{\rho_c/(kR_s)}=L_T/\sqrt k\), and \(u\) becomes \(u\sqrt k\). Thus

\[
R=\frac{2kR_s}{W}\,\frac{L_T}{\sqrt k}\tanh(u\sqrt k)
=\frac{2\sqrt k\,R_sL_T}{W}\tanh(u\sqrt k).
\]

Dividing by the resistance of the unaltered bare segment, \(2uR_sL_T/W\),

\[
\frac{R}{R_{\text{bare}}}=\frac{\sqrt k\,\tanh(u\sqrt k)}{u}.
\]

For \(u=1\) the ratio is 0.43 at \(k=0.5\) and 1.26 at \(k=2\). In general the probe lowers the resistance of its segment when \(\sqrt k\,\tanh(u\sqrt k)<u\), a condition that depends on the probe length. For \(u=1\) it holds up to \(k=1.44\). Above that value the segment is more resistive than bare channel, even though the metal still shunts it: at \(k=2\) the altered sheet alone would have a ratio of 2, and the metal brings this down to 1.26.

A measured change in segment resistance therefore combines shunting with any change of the sheet. It gives \(L_T\) through \(\tanh u/u\) only if \(k=1\) is known to hold.

## Numbers as computed

```
Sheet resistance R_s: 20.0 kohm/sq
Interface resistivity rho_c: 2.00e-06 ohm cm2
Width W: 1000 nm; probe length L: 200 nm
Current I: 1.0 uA; temperature: 300 K
Transfer length L_T: 100.0 nm; u = 1.0000
Bare segment resistance: 4000.0 ohm
Covered segment resistance, formula: 3046.4 ohm
Covered segment resistance, network: 3046.4 ohm
Ratio: 0.7616; reduction: 23.84 %
Bare drop: 4.000 mV; covered: 3.046 mV
Channel-metal voltage at edge: 1.523 mV
Edge interface current density: 761.6 A/cm2
Metal current share at centre: 35.19 %
Metal current share, length average: 23.84 %
Length for 5 % reduction: 79.9 nm (u = 0.3995)
Long-probe limit of resistance: 4000.0 ohm
Four-probe gap: 800 nm; pitch: 1000 nm
Four-probe V/I: 19046.4 ohm
Apparent R_s by pitch: 19.046 kohm/sq
Error by pitch: -4.77 %
Apparent R_s by gap: 23.808 kohm/sq
Error by gap: 19.04 %
Sheet under metal x 0.5: R/R_bare = 0.4305
Sheet under metal x 2.0: R/R_bare = 1.2564
Sheet factor at which reduction vanishes: 1.4392
Hot case: 400 K; activation energy: 0.050 eV
Hot case sheet-resistance power of T: 1.0
Hot factors: rho_c x 0.617; R_s x 1.333
Hot ratio: 0.6118; reduction: 38.82 %
Thermal voltage at 300 K: 25.85 mV
Diode interface, 1 uA: drop change 0.0049 %; metal offset 0.0150 mV
Diode interface, 10 uA: drop change 0.4869 %; metal offset 1.4931 mV
Metal film: 50 nm, 4.0 uohm cm, 0.80 ohm/sq
Resistance change from metal film: 0.00036 %
Electron density: 1.0e+13 cm-2
Mobility: 31.2 cm2/Vs
Mass: 0.50 m_e; valleys: 2
Fermi level above band edge: 0.42 kT
Mean free path, rough: 1.06 nm
Gate oxide: 30 nm; relative permittivity: 18
Gate overdrive: 3.02 V
Oxide field: 1.01 MV/cm
Density change at probe edge: 0.051 %
Bare lateral field: 2.0e-04 MV/cm
Thermal boundary conductance: 15 MW/m2K
Oxide thermal conductivity: 1.0 W/mK
Self-heating across interface and oxide: 1.93 mK
```
